# SCC-DFTB with Mulliken Charges: Effective Hamiltonian and Atomic Forces, part 1

(Sections cited here and not found follow in the second part.)

## 1. The energy and its effective Hamiltonian

### Definitions and conventions

Hartree atomic units are used. The electrons of a molecule are described by $M$ real orbitals $\phi_\mu$, each centred on an atom and carried along rigidly when that atom moves. $A(\mu)$ denotes the atom that carries $\phi_\mu$, and $\mu\in A$ means $A(\mu)=A$. The overlap matrix $S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle$ is symmetric and, for linearly independent orbitals, positive definite.

There are $N=2n$ electrons in $n$ doubly occupied molecular orbitals. Their coefficients are the columns $c_i$ of an $M\times n$ matrix $C$, with

$$C^TSC=1,\qquad P=2CC^T. \tag{1}$$

$P$ is the density matrix. Mulliken's electron number of atom $A$, and its excess over a fixed reference number $q_A^0$, are

$$q_A=\sum_{\mu\in A}\sum_\nu P_{\mu\nu}S_{\mu\nu},\qquad \Delta q_A=q_A-q_A^0. \tag{2}$$

These numbers count electrons, so $\Delta q_A>0$ means a surplus of electrons over the reference. If the reference is the neutral atom, the atom then carries a negative electric charge. Their sum is $\sum_Aq_A=\mathrm{Tr}(PS)=2\,\mathrm{Tr}(C^TSC)=N$.

The energy of self-consistent-charge density-functional tight binding (SCC-DFTB), at second order in the charge fluctuations, is

$$E=\mathrm{Tr}(PH^0)+\tfrac12\sum_{AB}\gamma_{AB}\,\Delta q_A\Delta q_B+E_{\rm rep}. \tag{3}$$

$H^0$ is symmetric and does not depend on $P$. The interaction $\gamma_{AB}=\gamma_{BA}$ and the repulsion $E_{\rm rep}$ depend on the nuclear positions alone.

The three terms come from an expansion of the Kohn–Sham energy. Let $F[\rho]$ be everything in that energy except the orbital kinetic energy, let $\rho_0$ be a superposition of atomic densities, and let $v_0$ be the derivative of $F$ at $\rho_0$. To second order in $\delta\rho=\rho-\rho_0$,

$$F[\rho]\approx F[\rho_0]+\int v_0\,(\rho-\rho_0)+\tfrac12\iint k\,\delta\rho\,\delta\rho' ,$$

where $k$ is the second derivative of $F$. The kinetic energy together with $\int v_0\rho$ is $\mathrm{Tr}(PH^0)$, with $H^0$ the matrix of the Kohn–Sham operator at $\rho_0$. The remainder $F[\rho_0]-\int v_0\rho_0$ does not contain $P$ and is modelled by $E_{\rm rep}$. The quadratic term is modelled by one number per atom, $\Delta q_A$, and one interaction per pair. What follows is derived for the model energy (3). The errors made in passing from density-functional theory to (3) are not addressed by it.

The potential energy of an electron on atom $A$ due to all charge fluctuations is defined as

$$V_A=\sum_B\gamma_{AB}\,\Delta q_B. \tag{4}$$

It is positive where surplus electrons repel a further electron.

### Lemma 1 (variation of the charges)

*At fixed nuclei, a symmetric change $\delta P$ of the density matrix changes the charges by*

$$\delta q_A=\sum_{\mu\nu}\delta P_{\mu\nu}S_{\mu\nu}\,\tfrac12\left[\chi_A(\mu)+\chi_A(\nu)\right], \tag{5}$$

*where $\chi_A(\mu)=1$ if $\mu\in A$ and $0$ otherwise.*

**Proof.** With fixed nuclei $S$ is constant, and (2) gives $\delta q_A=\sum_{\mu\nu}\chi_A(\mu)\,\delta P_{\mu\nu}S_{\mu\nu}$. Exchanging the names of the two summation indices turns this into $\sum_{\mu\nu}\chi_A(\nu)\,\delta P_{\nu\mu}S_{\nu\mu}$. Since $\delta P$ and $S$ are symmetric, this equals $\sum_{\mu\nu}\chi_A(\nu)\,\delta P_{\mu\nu}S_{\mu\nu}$. Half the sum of the two expressions is (5). ∎

An overlap population between atoms $A$ and $B$ is thus credited half to each. This equal division is the source of the average of two potentials in the Hamiltonian.

### Lemma 2 (variation of the energy)

*At fixed nuclei, $\delta E=\mathrm{Tr}(H\,\delta P)$ for every symmetric $\delta P$, to first order, with*

$$H_{\mu\nu}=H^0_{\mu\nu}+\tfrac12S_{\mu\nu}\left(V_{A(\mu)}+V_{A(\nu)}\right). \tag{6}$$

**Proof.** The first term of (3) changes by $\mathrm{Tr}(H^0\delta P)$, and $E_{\rm rep}$ does not change. The product rule applied to the charge term gives

$$\tfrac12\sum_{AB}\gamma_{AB}\left(\delta q_A\,\Delta q_B+\Delta q_A\,\delta q_B\right)=\sum_{AB}\gamma_{AB}\,\delta q_A\,\Delta q_B=\sum_AV_A\,\delta q_A .$$

The two parts are equal because $\gamma$ is symmetric, and so the factor $\tfrac12$ of the energy disappears. Now (5) is inserted, with $\sum_AV_A\chi_A(\mu)=V_{A(\mu)}$:

$$\sum_AV_A\,\delta q_A=\sum_{\mu\nu}\delta P_{\mu\nu}S_{\mu\nu}\,\tfrac12\left(V_{A(\mu)}+V_{A(\nu)}\right). \tag{7}$$

Adding $\mathrm{Tr}(H^0\delta P)=\sum_{\mu\nu}H^0_{\mu\nu}\delta P_{\mu\nu}$ gives the statement. ∎

**Remark (reading the formula).** The short form $H=H^0+S(V_A+V_B)/2$ is meant element by element, with $A$ and $B$ the atoms of the row and the column. It is not a matrix product. The factor $\tfrac12$ in (6) belongs to Mulliken's division of overlap populations and has nothing to do with the $\tfrac12$ in (3), which has cancelled.

**Remark (a uniform potential).** If all $V_A$ have the same value $V$, then (6) becomes $H=H^0+VS$. From $H^0c=\varepsilon Sc$ follows $Hc=(\varepsilon+V)Sc$: the orbitals stay as they are and every level rises by $V$, as it should in a constant potential. If instead all $\Delta q_A$ vanish, $H=H^0$ and the theory reduces to tight binding without self-consistency.

### Theorem 1 (stationary states)

*At fixed nuclei, the energy (3) is stationary under all variations of the occupied orbitals that respect $C^TSC=1$ if and only if the orbitals can be chosen, without changing $P$, such that*

$$Hc_i=\varepsilon_iSc_i,\qquad i=1,\dots,n, \tag{8}$$

*with $H$ from (6), evaluated with the charges of these same orbitals.*

**Proof.** A change $\delta C$ gives $\delta P=2(\delta C\,C^T+C\,\delta C^T)$. The two parts contribute equally to the trace with the symmetric $H$, so Lemma 2 yields

$$\delta E=4\,\mathrm{Tr}(\delta C^THC). \tag{9}$$

*Stationarity implies (8).* Let $X$ be any $M\times n$ matrix with $X^TSC=0$. Then $(C+tX)^TS(C+tX)=1+t^2X^TSX$, so that the orbitals $(C+tX)(1+t^2X^TSX)^{-1/2}$ are orthonormal for every $t$, and their derivative at $t=0$ is $X$. Hence $\delta C=X$ is allowed, and stationarity demands $\mathrm{Tr}(X^THC)=0$. Define

$$\Lambda=C^THC,\qquad Y=S^{-1}HC-C\Lambda .$$

Then $C^TSY=C^THC-C^TSC\,\Lambda=\Lambda-\Lambda=0$, so $X=Y$ is one of the allowed choices. Because $HC=S(Y+C\Lambda)$ and $Y^TSC=0$,

$$0=\mathrm{Tr}(Y^THC)=\mathrm{Tr}(Y^TSY).$$

As $S$ is positive definite, $Y=0$, which means

$$HC=SC\Lambda. \tag{10}$$

The matrix $\Lambda$ is symmetric and can be written $\Lambda=U\varepsilon U^T$ with $U$ orthogonal and $\varepsilon$ diagonal. The orbitals $C'=CU$ obey $HC'=SCU\varepsilon=SC'\varepsilon$, which is (8). They give the same density matrix, $2CUU^TC^T=P$, hence the same charges and the same $H$.

*(8) implies stationarity.* Equation (8) is (10) with a diagonal $\Lambda$. Any allowed variation satisfies $\delta C^TSC+C^TS\,\delta C=0$ to first order. From (9) and (10), $\delta E=4\,\mathrm{Tr}(\delta C^TSC\,\Lambda)$. A trace is unchanged by transposition and $\Lambda$ is symmetric, so this is $2\,\mathrm{Tr}[(\delta C^TSC+C^TS\,\delta C)\Lambda]=0$. ∎

Equation (8) is an eigenvalue problem whose matrix depends on its own solution through $\Delta q$. It is solved by iteration: charges give $V_A$, these give $H$, and its orbitals give new charges. Feeding the new charges back unchanged need not converge, and in the example below it does not. The program therefore adds only the fraction $0.3$ of the difference between output and input charges to the input, and repeats this until the two agree. The rotation by $U$ relies on equal occupation of all orbitals in $C$, which holds for the closed shells assumed here.

### Proposition 1 (when the solution is the minimum)

*Let (8) hold with the $n$ lowest eigenvectors of $H$ occupied and with a gap $g=\varepsilon_{n+1}-\varepsilon_n>0$. If $\gamma$ has no negative eigenvalue, then $P$ is the unique minimum of (3) among all density matrices of the form (1), at fixed nuclei.*

**Proof.** Let $P'$ be another such matrix, with charges $\Delta q'=\Delta q+d$. Expanding the quadratic term gives

$$E[P']-E[P]=\mathrm{Tr}\,H^0(P'-P)+\sum_AV_Ad_A+\tfrac12d^T\gamma d .$$

Charges are linear in the density matrix, so (7) holds for the finite difference $P'-P$ as well, and

$$E[P']-E[P]=\mathrm{Tr}\,H(P'-P)+\tfrac12d^T\gamma d. \tag{11}$$

The last term is not negative by assumption. For the first, expand the orbitals of $P'$ in all $M$ eigenvectors of $H$, $c'_i=\sum_kc_ka_{ki}$, and set $w_k=\sum_ia_{ki}^2$. Orthonormality makes the columns of $a$ orthonormal, so $0\le w_k\le1$ and $\sum_kw_k=n$. Consequently $m=\sum_{k>n}w_k=\sum_{k\le n}(1-w_k)$, and

$$\mathrm{Tr}\,H(P'-P)=2\sum_{k>n}\varepsilon_kw_k-2\sum_{k\le n}\varepsilon_k(1-w_k)\ \ge\ 2(\varepsilon_{n+1}-\varepsilon_n)\,m=2gm. \tag{12}$$

This is positive unless $m=0$, in which case $P'$ has the same occupied space and $P'=P$. ∎

The assumption on $\gamma$ is sufficient but stronger than needed. Both density matrices hold $N$ electrons, so $\sum_Ad_A=0$, and the proof only uses $d^T\gamma d\ge0$ for such $d$. For two atoms $d=(x,-x)$ and $d^T\gamma d=x^2(\gamma_{11}+\gamma_{22}-2\gamma_{12})$, so $\gamma_{11}+\gamma_{22}\ge2\gamma_{12}$ is enough. If $d^T\gamma d$ is negative for some $d$ with zero sum, the last term of (11) can lower the energy and the conclusion may fail.

### Corollary 1 (energy from eigenvalues)

*At self-consistency,*

$$E=2\sum_{i\le n}\varepsilon_i-\tfrac12\sum_AV_A\left(q_A+q_A^0\right)+E_{\rm rep}. \tag{13}$$

**Proof.** From (8), $\mathrm{Tr}(PH)=2\sum_ic_i^THc_i=2\sum_i\varepsilon_i$. The algebra of (7), with $P$ in place of $\delta P$, gives $\mathrm{Tr}(PH)=\mathrm{Tr}(PH^0)+\sum_AV_Aq_A$. By (4) the charge term of (3) is $\tfrac12\sum_AV_A(q_A-q_A^0)$. Therefore $E-E_{\rm rep}=2\sum_i\varepsilon_i-\sum_AV_Aq_A+\tfrac12\sum_AV_A(q_A-q_A^0)$, which is (13). ∎

### Example: two orbitals and two electrons

A model diatomic has one $s$ orbital per atom, with levels $e_1=-0.40$ and $e_2=-0.25$ hartree and one reference electron on each atom. The bond length is $R=2.40$ bohr. The orbitals are normalized Gaussians with exponents $a=0.45$ and $b=0.35$ bohr$^{-2}$, so that

$$S_{12}=\left(\frac{2\sqrt{ab}}{a+b}\right)^{3/2}e^{-abR^2/(a+b)}=0.31797 .$$

The off-diagonal element of $H^0$ follows a distance-dependent Wolfsberg–Helmholz rule with $K=1+e^{-0.1R}=1.78663$ ($R$ in bohr):

$$H^0_{12}=K\,\tfrac12(e_1+e_2)\,S_{12}=1.78663\times(-0.325)\times0.31797=-0.18463 .$$

The interaction has the Klopman–Ohno form $\gamma_{AB}=[R_{AB}^2+\tfrac14(U_A^{-1}+U_B^{-1})^2]^{-1/2}$, which equals $U_A$ on one atom. With $U_1=0.45$ and $U_2=0.40$ hartree, $\gamma_{12}=0.29702$ hartree. These forms stand in for the tabulated integrals, the $\gamma$ function and the fitted repulsion of a production parameter set. The theorems do not depend on that choice.

The orbitals of $H^0$ alone give $\Delta q_1=0.694$. Iteration to self-consistency gives $\Delta q_1=-\Delta q_2=0.35022$, for which

$$V_1=(0.45-0.29702)\times0.35022=0.05357,\qquad V_2=(0.29702-0.40)\times0.35022=-0.03606 .$$

The elements of (6), in hartree, are

$$\begin{aligned}H_{11}&=-0.40+0.05357=-0.34643,\\ H_{22}&=-0.25-0.03606=-0.28606,\\ H_{12}&=-0.18463+0.31797\times\tfrac12(0.05357-0.03606)=-0.18184.\end{aligned}$$

The charge transfer has a closed form. Subtracting $\tfrac12(H_{11}+H_{22})S$ from $H$ leaves the orbitals unchanged and gives diagonal elements $-\delta$ and $+\delta$ with $\delta=\tfrac12(H_{22}-H_{11})$, and the coupling $\beta=H_{12}-\tfrac12(H_{11}+H_{22})S_{12}$. The potentials cancel in $\beta$, so $\beta=H^0_{12}-\tfrac12(e_1+e_2)S_{12}=-0.08129$ hartree for any charge. The secular equation $\varepsilon^2-\delta^2=(\beta-\varepsilon S_{12})^2$ has the lower root $\varepsilon=-(\beta S_{12}+D)/(1-S_{12}^2)$ with $D=[\beta^2+(1-S_{12}^2)\delta^2]^{1/2}$. For an orbital with $c^TSc=1$, the derivative of its eigenvalue with respect to $\delta$ is $c^T(\partial H/\partial\delta)c=c_2^2-c_1^2$, and the root gives $-\delta/D$ for it. Since $\Delta q_1=\tfrac12(q_1-q_2)=\tfrac12(P_{11}-P_{22})=c_1^2-c_2^2$, the result is $\Delta q_1=\delta/D$. The level difference $2\delta$ has shrunk from $0.150$ to $0.060$ hartree: $\delta=0.075$ gives $D=0.1080$ and $\Delta q_1=0.694$, while $\delta=0.03018$ gives $D=0.0862$ and $\Delta q_1=0.350$, about half. Because $\delta=0.075-\tfrac12(U_1+U_2-2\gamma_{12})\Delta q_1=0.075-0.128\,\Delta q_1$ and $d(\delta/D)/d\delta=\beta^2/D^3=10.3$, the output charge changes by $-1.32$ times a change of the input charge near the solution. An iteration without mixing therefore moves away from it.

The lower eigenvalue is $\varepsilon_1=-0.38336$ hartree. It satisfies the secular equation: $(H_{11}-\varepsilon_1)(H_{22}-\varepsilon_1)=0.03694\times0.09730=0.00359$, and $(H_{12}-\varepsilon_1S_{12})^2=(-0.05995)^2=0.00359$. The coefficients $0.75134$ and $0.46293$ give $P_{11}=1.12903$, $P_{22}=0.42860$ and $P_{12}=0.69563$. Then $q_1=P_{11}+P_{12}S_{12}=1.12903+0.22119=1.35022$, which reproduces the charge that was put in.

With $E_{\rm rep}=2e^{-1.5R}=0.05465$ hartree, the energy (3) is

$$E=-0.81563+0.01570+0.05465=-0.74528\ \text{hartree}=-20.280\ \text{eV}.$$

Equation (13) gives the same: $2\varepsilon_1=-0.76672$, the correction is $-\tfrac12(0.05357\times2.35022-0.03606\times1.64978)=-0.03321$, and the sum with the repulsion is $-0.74528$ hartree.

## 2. The forces

### Symbols and results carried over

$S$ is the overlap matrix, $C$ holds the $n$ doubly occupied orbitals with $C^TSC=1$, and $P=2CC^T$. The Mulliken electron number of atom $A$ is $q_A=\sum_{\mu\in A}\sum_\nu P_{\mu\nu}S_{\mu\nu}$, its excess over the reference is $\Delta q_A$, and $V_A=\sum_B\gamma_{AB}\Delta q_B$. The energy is $E=\mathrm{Tr}(PH^0)+\tfrac12\Delta q^T\gamma\,\Delta q+E_{\rm rep}$. The effective Hamiltonian is

$$H_{\mu\nu}=H^0_{\mu\nu}+S_{\mu\nu}\bar V_{\mu\nu},\qquad \bar V_{\mu\nu}=\tfrac12\left(V_{A(\mu)}+V_{A(\nu)}\right), \tag{14}$$

and self-consistent orbitals obey $HC=SC\Lambda$ with the symmetric matrix $\Lambda=C^THC$. For orbitals that are eigenvectors of $H$, $\Lambda$ is diagonal and contains the eigenvalues $\varepsilon_i$.

### Further assumptions

A letter $d$ or a prime on a matrix now denotes the derivative along a displacement of the nuclei. $S$, $H^0$, $\gamma$ and $E_{\rm rep}$ are taken to be smooth functions of the positions. At each geometry the $n$ lowest orbitals are filled, there is a gap $g>0$ to the next one, and $\gamma$ has no negative eigenvalue.

Under these conditions $P$ is a differentiable function of the positions. Mixing unoccupied orbitals into occupied ones with small amplitudes $\theta_{ki}$ gives $m=\sum\theta_{ki}^2$ in (12) to leading order. The energy then rises by at least $2g\sum\theta_{ki}^2$. Its second derivative with respect to these amplitudes is therefore positive definite, and the implicit function theorem carries the stationary point smoothly from one geometry to the next.

### Definition (energy-weighted density matrix)

$$W=2C\Lambda C^T=2\sum_{i\le n}\varepsilon_i\,c_ic_i^T. \tag{15}$$

The first form does not change when the occupied orbitals are rotated among themselves: $C\to CU$ entails $\Lambda\to U^T\Lambda U$. It can be computed without eigenvalues, because $PHP=4C(C^THC)C^T=4C\Lambda C^T$ and hence $W=\tfrac12PHP$.

This part has derived the effective Hamiltonian, shown that self-consistent orbitals make the energy stationary and when they give its minimum, and defined the energy-weighted density matrix $W$. What remains is to find how the density matrix responds to nuclear displacements, derive and numerically check the forces, and state when the force formula fails.
